\section*{Diagonal of a Tridiagonal Inverse from Forward and Backward Pivots}

\section*{Setting}

An electron on an open chain with nearest-neighbour hopping has a tridiagonal Hamiltonian $H$. Its Green function at energy $E$ is $G=A^{-1}$ with $A=E-H$, where $E$ stands for $E$ times the unit matrix. The diagonal elements $G_{ii}$ carry the information local to each site. The task is to obtain all of them without computing the rest of the inverse.

Let $A$ be an invertible $n\times n$ tridiagonal matrix, $n\ge 2$, with
\[
a_i=A_{ii},\qquad b_i=A_{i,i+1},\qquad c_i=A_{i+1,i}.
\]
Unless a part says otherwise, $A$ may be complex and need not be symmetric. Define the forward pivots $d_i$ and the backward pivots $e_i$ by
\begin{align}
d_1&=a_1, & d_i&=a_i-\frac{b_{i-1}c_{i-1}}{d_{i-1}}\quad(i=2,\dots,n),\label{fwd}\\
e_n&=a_n, & e_i&=a_i-\frac{b_ic_i}{e_{i+1}}\quad(i=n-1,\dots,1).\label{bwd}
\end{align}
Assume that the pivots used as divisors, $d_1,\dots,d_{n-1}$ and $e_2,\dots,e_n$, are nonzero. Part (d) examines this assumption.

\section*{Part (a): the diagonal element}

\textbf{Question.} Express $(A^{-1})_{ii}$ in terms of $d_i$, $e_i$ and $a_i$.

\textbf{Model answer.} Column $i$ of $A^{-1}$ is the solution $x$ of $Ax=u_i$, where $u_i$ has a one in position $i$ and zeros elsewhere. The wanted element is $x_i$.

Start at the left end. If $i>1$, row 1 reads $a_1x_1+b_1x_2=0$, so $x_1=-b_1x_2/d_1$. Suppose that $x_{k-1}=-b_{k-1}x_k/d_{k-1}$ for some $k<i$. Row $k$ also has a zero right-hand side:
\begin{align*}
0&=c_{k-1}x_{k-1}+a_kx_k+b_kx_{k+1}\\
&=\left(a_k-\frac{b_{k-1}c_{k-1}}{d_{k-1}}\right)x_k+b_kx_{k+1}
=d_kx_k+b_kx_{k+1}.
\end{align*}
Hence $x_k=-b_kx_{k+1}/d_k$, which is the same relation one site further on. By induction it reaches site $i$:
\begin{equation}
x_{i-1}=-\frac{b_{i-1}}{d_{i-1}}\,x_i .\label{left}
\end{equation}

Now start at the right end. If $i<n$, row $n$ gives $c_{n-1}x_{n-1}+a_nx_n=0$, so $x_n=-c_{n-1}x_{n-1}/e_n$. If $x_{k+1}=-c_kx_k/e_{k+1}$ for some $k>i$, row $k$ becomes
\[
0=c_{k-1}x_{k-1}+\left(a_k-\frac{b_kc_k}{e_{k+1}}\right)x_k
=c_{k-1}x_{k-1}+e_kx_k ,
\]
so $x_k=-c_{k-1}x_{k-1}/e_k$. This induction ends at
\begin{equation}
x_{i+1}=-\frac{c_i}{e_{i+1}}\,x_i .\label{right}
\end{equation}

Row $i$ has right-hand side 1. Inserting (\ref{left}) and (\ref{right}) in $c_{i-1}x_{i-1}+a_ix_i+b_ix_{i+1}=1$ gives $s_ix_i=1$ with
\begin{align*}
s_i&=a_i-\frac{b_{i-1}c_{i-1}}{d_{i-1}}-\frac{b_ic_i}{e_{i+1}}\\
&=a_i-(a_i-d_i)-(a_i-e_i)=d_i+e_i-a_i .
\end{align*}
The second line uses (\ref{fwd}) and (\ref{bwd}). At an end of the chain the missing neighbour contributes no term, in agreement with $d_1=a_1$ and $e_n=a_n$. Since $A$ is invertible, a solution $x$ exists, and $s_ix_i=1$ then excludes $s_i=0$. Therefore
\begin{equation}
\boxed{(A^{-1})_{ii}=\frac{1}{d_i+e_i-a_i}}\label{main}
\end{equation}
The two fractions in $s_i$ describe the effect on site $i$ of everything to its left and everything to its right. Each pivot contains $a_i$ once, so their sum counts it twice and one $a_i$ is subtracted.

\section*{Part (b): cost, and the meaning of one sweep}

\textbf{Question.} Count the arithmetic operations needed for all $n$ elements. What does $1/d_i$ alone represent?

\textbf{Model answer.} The products $b_ic_i$ take $n-1$ multiplications and are stored. Each sweep takes $n-1$ divisions and $n-1$ subtractions. Equation (\ref{main}) takes one addition, one subtraction and one division per site. The total is
\[
(n-1)+2(n-1)+2(n-1)+3n=8n-5 .
\]
Counting the operations as the algorithm runs gives 43, 475 and 4795 for $n=6$, 60 and 600, in agreement with this formula. Storage is also proportional to $n$.

For the second question, cut the chain after site $i$ and keep the leading $i\times i$ block, with $d_i\neq0$. This block is invertible: if it maps $x$ to zero, the left elimination turns its last row into $d_ix_i=0$, so $x_i=0$, and then all other components vanish. The forward pivots are unchanged by the cut, while the backward pivot of the new last site is $a_i$. For the last site the derivation of part (a) uses the left elimination alone, so no backward pivot of the block is needed as a divisor, and (\ref{main}) gives $1/(d_i+a_i-a_i)=1/d_i$. Thus $1/d_i$ is the last diagonal element of the inverse of the cut chain. It contains no information about sites to the right of $i$. At $i=n$ nothing has been cut off, and $1/d_n=(A^{-1})_{nn}$.

\section*{Part (c): a six-site chain}

\textbf{Question.} A model chain has hopping elements $H_{i,i+1}=H_{i+1,i}=-1$ eV and site energies $0,0,1,0,0,0$ eV. Find all $G_{ii}$ at $E=3$ eV and verify the result.

\textbf{Model answer.} In $A=E-H$ the hopping changes sign, so $b_i=c_i=+1$ eV, and the diagonal is $(3,3,2,3,3,3)$ eV. Every product $b_ic_i$ is 1 eV$^2$. In eV, the forward sweep is
\begin{align*}
d_1&=3, & d_2&=3-\tfrac13=\tfrac83, & d_3&=2-\tfrac38=\tfrac{13}{8},\\
d_4&=3-\tfrac{8}{13}=\tfrac{31}{13}, & d_5&=3-\tfrac{13}{31}=\tfrac{80}{31}, & d_6&=3-\tfrac{31}{80}=\tfrac{209}{80},
\end{align*}
and the backward sweep is
\begin{align*}
e_6&=3, & e_5&=3-\tfrac13=\tfrac83, & e_4&=3-\tfrac38=\tfrac{21}{8},\\
e_3&=2-\tfrac{8}{21}=\tfrac{34}{21}, & e_2&=3-\tfrac{21}{34}=\tfrac{81}{34}, & e_1&=3-\tfrac{34}{81}=\tfrac{209}{81}.
\end{align*}
For site 3, for example,
\[
s_3=\frac{13}{8}+\frac{34}{21}-2=\frac{273+272-336}{168}=\frac{209}{168}\ \text{eV}.
\]
The other sites follow in the same way:
\begin{center}
\begin{tabular}{cccc}
site & $s_i$ (eV) & $G_{ii}$ (eV$^{-1}$) & $1/d_i$ (eV$^{-1}$)\\
1 & $209/81$ & $81/209=0.3876$ & 0.3333\\
2 & $209/102$ & $102/209=0.4880$ & 0.3750\\
3 & $209/168$ & $168/209=0.8038$ & 0.6154\\
4 & $209/104$ & $104/209=0.4976$ & 0.4194\\
5 & $209/93$ & $93/209=0.4450$ & 0.3875\\
6 & $209/80$ & $80/209=0.3828$ & 0.3828
\end{tabular}
\end{center}
The last column shows what a single sweep would give; it agrees with $G_{ii}$ at site 6 alone. The largest element belongs to site 3, whose energy is closest to $E$: the table has $s_3<2$ eV and $s_i>2$ eV on all other sites.

To verify $G_{33}$, build the whole third column from the neighbour relations of part (a). In units of $1/209$ eV$^{-1}$, $x_3=168$ and
\begin{align*}
x_2&=-168\cdot\tfrac38=-63, & x_1&=\tfrac{63}{3}=21,\\
x_4&=-168\cdot\tfrac{8}{21}=-64, & x_5&=64\cdot\tfrac38=24, & x_6&=-\tfrac{24}{3}=-8 .
\end{align*}
The six rows of $Ax$, in units of $1/209$, are
\begin{align*}
3(21)-63&=0, & 21+3(-63)+168&=0,\\
-63+2(168)-64&=209, & 168+3(-64)+24&=0,\\
-64+3(24)-8&=0, & 24+3(-8)&=0 .
\end{align*}
Thus $Ax=u_3$, as required.

The trace checks all six elements together. Their sum is $628/209=3.005$ eV$^{-1}$. It must equal $\sum_m 1/(E-\varepsilon_m)$, where $\varepsilon_m$ are the levels of $H$. Diagonalization gives $-1.6180$, $-1.1935$, $-0.2950$, $0.6180$, $1.2950$ and $2.1935$ eV, so the sum is
\[
0.2165+0.2385+0.3035+0.4198+0.5865+1.240=3.005\ \text{eV}^{-1}.
\]
The numerical check also compares each fraction with an exact symbolic inverse.

\section*{Part (d): when the pivots are safe}

\textbf{Question.} Let $H$ be Hermitian. Show that no pivot vanishes (i) for real $E$ above all levels of $H$, and (ii) for any real $E$ if $A=E+i\eta-H$ with $\eta>0$.

\textbf{Model answer.} (i) All eigenvalues of $A$ are positive, so $A$ is positive definite. So is every leading block $M$, because $y^\dagger My$ equals $z^\dagger Az$ for the vector $z$ obtained by padding $y$ with zeros. Suppose $d_1,\dots,d_{i-1}$ are positive. The left elimination of part (a), applied to the last site of the invertible leading $i\times i$ block $M$, divides only by these pivots and shows that $d_i\ne0$ and that $1/d_i=u^\dagger M^{-1}u$, with $u$ the unit vector of the last site. Setting $y=M^{-1}u$ gives $1/d_i=y^\dagger My>0$. Since $d_1=a_1>0$, all $d_i$ are positive by induction. The same argument from the right end gives $e_i>0$.

(ii) Here $b_ic_i=|H_{i,i+1}|^2$, and $\operatorname{Im}a_i=\eta$ because the site energies are real. For any $d$ with $\operatorname{Im}d>0$,
\[
\operatorname{Im}\left(-\frac{|H_{i,i+1}|^2}{d}\right)
=|H_{i,i+1}|^2\,\frac{\operatorname{Im}d}{|d|^2}\ge0 .
\]
Each recursion step therefore adds a non-negative amount to $\eta$. Since $\operatorname{Im}d_1=\eta$, induction gives $\operatorname{Im}d_i\ge\eta$, and likewise $\operatorname{Im}e_i\ge\eta$. No divisor can vanish.

\section*{Part (e): an energy inside the spectrum}

\textbf{Question.} For the chain of part (c), show that the recursion fails at $E=0$ although $A$ is invertible. Then use $\eta=0.1$ eV to find $G_{66}$ and the broadened local density of states on site 6.

\textbf{Model answer.} The diagonal of $A$ is now $(0,0,-1,0,0,0)$ eV. Thus $d_1=0$, and $d_2$ would require a division by zero. To test invertibility, solve $Ax=0$. Rows 1 to 5 give, in turn, $x_2=0$, $x_1=-x_3$, $x_4=x_3$, $x_5=-x_3$ and $x_6=-x_3$. Row 6 gives $x_5=0$, so $x_3=0$ and $x$ vanishes. Hence $A$ is invertible. The diagonal of its inverse is $(0,0,0,1,0,1)$ eV$^{-1}$. Its zeros could not come from (\ref{main}) with finite pivots.

With the shift, $a_i$ gains $0.1i$ eV. In eV,
\begin{align*}
d_1&=0.1i, & d_2&=0.1i-\frac{1}{0.1i}=10.1i,\\
d_3&=-1+0.1i-\frac1{d_2}=-1+0.1990i, & d_4&=0.1i-\frac1{d_3}=0.9619+0.2914i,\\
d_5&=0.1i-\frac1{d_4}=-0.9522+0.3885i, & d_6&=0.1i-\frac1{d_5}=0.9003+0.4673i .
\end{align*}
Site 6 is the last site, so $G_{66}=1/d_6=0.875-0.454i$ eV$^{-1}$.

With normalized eigenvectors $\psi_m$ of $H$, $G_{ii}=\sum_m|\psi_m(i)|^2/(E+i\eta-\varepsilon_m)$. Taking the imaginary part gives
\[
\rho_i(E)=-\frac{1}{\pi}\operatorname{Im}G_{ii}
=\sum_m|\psi_m(i)|^2\,\frac{\eta/\pi}{(E-\varepsilon_m)^2+\eta^2},
\]
in which each level is broadened into a Lorentzian of unit area. Hence $\rho_6=0.454/\pi=0.145$ eV$^{-1}$. There is no level at $E=0$; the nearest lies at $-0.295$ eV. The value is made up of Lorentzian tails and depends on $\eta$.

The shift also changes the inverse. For the unshifted $A$,
\[
(A+i\eta)^{-1}-A^{-1}=(A+i\eta)^{-1}\bigl[A-(A+i\eta)\bigr]A^{-1}
=-i\eta\,(A+i\eta)^{-1}A^{-1}.
\]
Each eigenvalue $\alpha$ of $A$ is real, so $|\alpha+i\eta|\ge|\alpha|$, and the norm of the change is at most $\eta\|A^{-1}\|^2$, where $\|\cdot\|$ is the largest singular value. Here $\|A^{-1}\|^2=11.5$ eV$^{-2}$. The bound is 1.15 eV$^{-1}$ for $\eta=0.1$ eV, which does not guarantee a small change: $G_{66}$ has moved from 1 to $0.875-0.454i$ eV$^{-1}$. For $\eta=10^{-6}$ eV the bound is $1.15\times10^{-5}$ eV$^{-1}$, and the largest change found on the diagonal is $5.0\times10^{-6}$ eV$^{-1}$.

The bound is proportional to $\eta$, so the shifted result tends to the unshifted inverse as $\eta\to0$. This holds although the second pivot, $d_2=i(\eta+1/\eta)$ in eV, grows without limit: a diverging pivot is how the zeros on the diagonal of $A^{-1}$ are approached, for example $G_{22}=1/(d_2+e_2-a_2)\to0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Six-site chain: hopping = -1 eV, E = 3 eV
Site energies (eV): 0 0 1 0 0 0
Levels of H (eV): -1.6180 -1.1935 -0.2950 0.6180 1.2950 2.1935
Diagonal a_i of A = E - H (eV): 3 3 2 3 3 3
Off-diagonal element of A (eV): 1
Site: d_i (eV), e_i (eV), s_i = d_i+e_i-a_i (eV)
  1: 3, 209/81, 209/81
  2: 8/3, 81/34, 209/102
  3: 13/8, 34/21, 209/168
  4: 31/13, 21/8, 209/104
  5: 80/31, 8/3, 209/93
  6: 209/80, 3, 209/80
Site: inverse element (1/eV) as fraction, decimal; 1/d_i (1/eV)
  1: 81/209, 0.387560; 0.333333
  2: 102/209, 0.488038; 0.375000
  3: 168/209, 0.803828; 0.615385
  4: 104/209, 0.497608; 0.419355
  5: 93/209, 0.444976; 0.387500
  6: 80/209, 0.382775; 0.382775
Determinant of A (eV^6): 209
Trace of inverse (1/eV): 628/209 = 3.004785
Counted operations for n = 6: 43
Counted operations for n = 60: 475
Counted operations for n = 600: 4795
Random complex matrix, n = 12: max error = 6.2e-17
E = 0: first pivot = 0 eV, det A = -1 eV^6
E = 0: exact inverse diagonal (1/eV): 0 0 0 1 0 1
E = 0: squared norm of inverse = 11.4938 1/eV^2
E = 0, eta = 1e-06 eV: max change = 5.00e-06 1/eV
E = 0, eta = 0.1 eV: smallest Im of pivots = 0.1000 eV
Site: Re G_ii (1/eV), Im G_ii (1/eV), local DOS (1/eV)
  1: -0.03465, -0.28003, 0.08914
  2: 0.00035, -0.09720, 0.03094
  3: -0.03535, -0.18466, 0.05878
  4: 0.89255, -0.36229, 0.11532
  5: -0.00875, -0.09546, 0.03039
  6: 0.87496, -0.45416, 0.14456
\end{verbatim}
